# Period and mean index decrement from two X-ray Bragg orders

A flat multilayer mirror repeats a pair of layers, a light spacer and a dense metal, with period $d$. It is examined in reflection with 8.0 keV X-rays of vacuum wavelength $\lambda=0.154980$ nm. The angle $\theta$ is measured in vacuum from the surface, so grazing incidence means small $\theta$. Layer $j$ has thickness $t_j$ and refractive index

$$n_j=1-\delta_j+i\beta_j ,$$

for fields varying as $e^{-i\omega t}$. The decrement $\delta_j$ and the absorption index $\beta_j$ are both much smaller than 1. The mean decrement is $\delta=\sum_j t_j\delta_j/d$, summed over one period. The electric field is perpendicular to the plane of incidence (s polarisation).

Two reflectivity maxima, of orders 2 and 4, lie at

$$\theta_2=1.3076^\circ,\qquad \theta_4=2.5579^\circ .$$

They were calculated for a model stack, not measured. The make-up of the stack is disclosed in part (f).

## (a) The Bragg condition with refraction

**Question.** Neglect absorption. Find how $\sin^2\theta_m$ depends on $m$, $\lambda$, $d$ and $\delta$, to first order in the decrements. State when the expansion is allowed.

**Answer.** With $k=2\pi/\lambda$, the wavevector component along the surface is $k\cos\theta$ in vacuum. The fields must match at every point of each flat interface, so this component is the same in every layer. The total wavevector in layer $j$ has length $n_jk$, and the normal component therefore obeys

$$k_{z,j}^2=n_j^2k^2-k^2\cos^2\theta=k^2\left(\sin^2\theta-2\delta_j+\delta_j^2\right).$$

Drop $\delta_j^2$ and expand the square root for $\delta_j\ll\sin^2\theta$:

$$k_{z,j}\simeq k\left(\sin\theta-\frac{\delta_j}{\sin\theta}\right).$$

The phase gathered in crossing one period is

$$\Phi=\sum_j k_{z,j}t_j\simeq kd\left(\sin\theta-\frac{\delta}{\sin\theta}\right).$$

The thickness average appears because each layer contributes phase in proportion to its thickness.

A wave reflected one period deeper crosses that period twice, once down and once up. Reflections from equivalent interfaces add in phase when $2\Phi=2\pi m$. Since $kd=2\pi d/\lambda$, this gives

$$\sin\theta_m-\frac{\delta}{\sin\theta_m}=\frac{m\lambda}{2d}.$$

Squaring the left side produces $\sin^2\theta_m-2\delta+\delta^2/\sin^2\theta_m$. The last term is of second order and is dropped with the others of that order:

$$\boxed{\sin^2\theta_m=\left(\frac{m\lambda}{2d}\right)^2+2\delta}$$

For positive $\delta$ the wave inside has a smaller normal wavevector than the wave outside. The angle must therefore be larger than without refraction to reach the same internal phase.

The expansion requires $\sin^2\theta\gg2\delta_j$ in every layer. It therefore fails near the critical angle of the layer with the largest decrement, where $\sin^2\theta=2\delta_j$ and the normal wavevector in that layer vanishes. This angle lies above the critical angle of the averaged stack, where $\sin^2\theta=2\delta$. As $m$ grows, the fixed term $2\delta$ becomes small beside the term in $m^2$, and the ordinary Bragg law returns.

## (b) What the condition locates

**Question.** A strong reflection covers a range of angles. Use two coupled waves to show which point of that range the result of (a) describes.

**Answer.** Write $X=\sin^2\theta$ and let $\psi(z)$ be the field's dependence on depth. For s polarisation without absorption, with $\delta(z)^2$ dropped, the wave equation is

$$\psi''+k^2\left[X-2\delta(z)\right]\psi=0 .$$

The decrement profile is periodic, so with $G=2\pi/d$

$$2\delta(z)=2\delta+\sum_{n\ne0}v_ne^{inGz},\qquad v_{-n}=v_n^* .$$

Near order $m$, keep the two waves that the harmonic $v_m$ connects:

$$\psi=Ae^{i(g+\mu)kz}+Be^{i(-g+\mu)kz},\qquad g=\frac{m\lambda}{2d}.$$

Their wavevectors differ by $2gk=mG$, as required. The number $\mu$ measures the departure from the Bragg wavevector. Collecting the coefficient of each exponential gives

$$\left[X-2\delta-(g+\mu)^2\right]A=v_mB,$$

$$\left[X-2\delta-(g-\mu)^2\right]B=v_m^*A .$$

Define $\eta=X-2\delta-g^2$. Neglect $\mu^2$ in the brackets and multiply the two equations. For a nonzero field,

$$(\eta-2g\mu)(\eta+2g\mu)=|v_m|^2
\quad\Rightarrow\quad
4g^2\mu^2=\eta^2-|v_m|^2 .$$

When $|\eta|<|v_m|$, $\mu$ is imaginary and the wave decays into the stack. This interval is the Bragg gap. In this two-wave approximation its edges are $\eta=\pm|v_m|$ and its centre is $\eta=0$, which is the result of (a).

The law thus describes the gap centre, to first order. A reflectivity maximum from a finite, absorbing stack need not lie there.

The edges also differ in where the field sits. At an edge $\mu=0$, so $\eta A=v_mB$ and $|A|=|B|$. The average of $2\delta(z)-2\delta$, weighted by $|\psi|^2$, is then

$$\frac{A^*v_mB+B^*v_m^*A}{|A|^2+|B|^2}=\frac{2\eta|A|^2}{2|A|^2}=\eta .$$

At the lower edge this average is negative: the standing wave puts a larger share of its intensity in the layers of small decrement, here the spacer, than their share of the thickness. At the upper edge it favours the metal in the same sense.

## (c) Solving for the two unknowns

**Question.** Orders $p<q$ are known. Find $d$ and $\delta$ in terms of $X_p$ and $X_q$, then evaluate them for the given angles. Compare with the periods that Bragg's law without refraction would give.

**Answer.** The two equations are

$$X_p=p^2\left(\frac{\lambda}{2d}\right)^2+2\delta,\qquad
X_q=q^2\left(\frac{\lambda}{2d}\right)^2+2\delta .$$

Subtracting the first from the second removes $\delta$:

$$\left(\frac{\lambda}{2d}\right)^2=\frac{X_q-X_p}{q^2-p^2},
\qquad
d=\frac{\lambda}{2}\sqrt{\frac{q^2-p^2}{X_q-X_p}} .$$

Multiplying the first by $q^2$, the second by $p^2$, and subtracting removes $d$:

$$q^2X_p-p^2X_q=2\delta(q^2-p^2),
\qquad
\delta=\frac{q^2X_p-p^2X_q}{2(q^2-p^2)} .$$

On a plot of $X_m$ against $m^2$, the slope gives the period and the intercept gives $2\delta$. The wavelength is needed for $d$, but the formula for $\delta$ contains angles and orders alone.

The given angles yield

$$X_2=5.20750\times10^{-4},\qquad X_4=1.991743\times10^{-3}.$$

Here $q^2-p^2=16-4=12$, so

$$\left(\frac{\lambda}{2d}\right)^2=\frac{1.470993\times10^{-3}}{12}
=1.225828\times10^{-4}.$$

The square root is $0.0110717$, and

$$d=\frac{0.077490\ \text{nm}}{0.0110717}=6.999\ \text{nm}.$$

The intercept follows from order 2:

$$2\delta=5.20750\times10^{-4}-4(1.225828\times10^{-4})
=3.042\times10^{-5},$$

so $\delta=1.521\times10^{-5}$.

Without refraction, each order would give its own apparent period,

$$d_m^{\rm app}=\frac{m\lambda}{2\sin\theta_m}
=d\sqrt{1-\frac{2\delta}{X_m}}
\simeq d\left(1-\frac{\delta}{X_m}\right).$$

The values are 6.791 nm from order 2 and 6.945 nm from order 4. They lie 3.0% and 0.8% below the recovered period. Their disagreement is the signal from which $\delta$ is obtained.

## (d) Angular errors

**Question.** Find the uncertainties of $d$ and $\delta$ for independent angular errors of standard deviation $\sigma$. Find also the change in $\delta$ caused by a common zero error $\varepsilon$. Evaluate all three for $0.001^\circ$.

**Answer.** Since $X=\sin^2\theta$, a small angular change produces

$$\Delta X_m=2\sin\theta_m\cos\theta_m\,\Delta\theta_m=s_m\Delta\theta_m,\qquad s_m=\sin2\theta_m .$$

The result for $\delta$ is linear in $X_p$ and $X_q$:

$$\Delta\delta=\frac{q^2s_p\Delta\theta_p-p^2s_q\Delta\theta_q}{2(q^2-p^2)} .$$

Independent errors add in squares, so the minus sign disappears:

$$\sigma_\delta=\frac{\sigma\sqrt{(q^2s_p)^2+(p^2s_q)^2}}{2(q^2-p^2)} .$$

For the period, $d\propto(X_q-X_p)^{-1/2}$. Differentiating its logarithm gives

$$\frac{\Delta d}{d}=-\frac{s_q\Delta\theta_q-s_p\Delta\theta_p}{2(X_q-X_p)},
\qquad
\sigma_d=\frac{d\,\sigma\sqrt{s_p^2+s_q^2}}{2(X_q-X_p)} .$$

For a zero error both angular changes equal $\varepsilon$, and the sign must be kept:

$$\Delta\delta=\varepsilon\,\frac{q^2s_p-p^2s_q}{2(q^2-p^2)} .$$

Angles enter these formulas in radians: $0.001^\circ=1.745\times10^{-5}$ rad. With $s_2=0.04563$ and $s_4=0.08917$, the weighted terms are $16s_2=0.7300$ and $4s_4=0.3567$. Hence

$$\sigma_\delta=\frac{1.745\times10^{-5}\sqrt{0.7300^2+0.3567^2}}{24}
=5.9\times10^{-7},$$

which is 3.9% of the recovered $\delta$. The other formulas give $\sigma_d=0.004$ nm, or 0.06% of $d$, and a zero-error change of $\Delta\delta=2.7\times10^{-7}$.

The decrement is the more delicate result because it is a small intercept left after two larger quantities nearly cancel. The lower order matters more: its weight $q^2s_p$ is about twice $p^2s_q$ here. Orders close together are unfavourable for independent errors. At fixed $p$ and $\sigma$, the denominator $q^2-p^2$ shrinks as $q$ approaches $p$, while the numerator stays finite.

## (e) Are the order labels right?

**Question.** Repeat the inversion with labels 1 and 2, and with labels 2 and 3. A further maximum is found at $1.9303^\circ$. What does it decide?

**Answer.** Multiply both order numbers by a common factor $c$. The numerator and denominator of $\delta$ each gain $c^2$, so $\delta$ is unchanged. The period gains a factor $c$. Labels 1 and 2 are half the original labels, and they give the same $\delta=1.521\times10^{-5}$ with $d=3.499$ nm. A sensible decrement therefore does not prove that the labels are right.

Labels 2 and 3 give

$$\delta=\frac{9X_2-4X_4}{10}=-3.28\times10^{-4},$$

where $X_2$ and $X_4$ still denote the original two data. The negative sign contradicts the positive decrements of the layers, so these labels are rejected.

The original solution predicts for order 3

$$\sin^2\theta_3=9(1.225828\times10^{-4})+3.042\times10^{-5}
=1.13366\times10^{-3},$$

or $\theta_3=1.9295^\circ$. The further maximum differs from this by $0.0008^\circ$. Under labels 1 and 2 it would need order 1.5, which is not allowed.

Labels 4, 6 and 8 would still fit the three angles, with twice the period. These three angles alone cannot settle that ambiguity, because multiplying all labels by a common factor changes only the period. A 14 nm period would, however, also place orders 5 and 7 near $1.62^\circ$ and $2.24^\circ$, so a scan showing no maxima there argues against it. A rough deposited thickness, enough to distinguish 7 nm from 14 nm, can do so.

## (f) How accurate was the inversion?

**Question.** The stack had 40 equal periods of 7.000 nm, each with 4.20 nm of spacer above 2.80 nm of metal, on a substrate of spacer material. The decrements were $7.5\times10^{-6}$ and $2.8\times10^{-5}$; the absorption indices were $2.0\times10^{-7}$ and $2.0\times10^{-6}$, spacer first. Find the errors of the recovered values and account for the error in $\delta$. Use the following calculated displacements in $X$:

| Displacement | Order 2 | Order 4 |
|---|---:|---:|
| Exact gap centre minus law | $+1.92\times10^{-7}$ | $+0.48\times10^{-7}$ |
| Peak minus gap centre, no absorption | $-3.37\times10^{-7}$ | $-1.99\times10^{-7}$ |
| Peak minus gap centre, with absorption | $-9.89\times10^{-7}$ | $-3.87\times10^{-7}$ |

**Answer.** The true mean decrement is

$$\delta=\frac{4.20(7.5\times10^{-6})+2.80(2.8\times10^{-5})}{7.00}
=1.570\times10^{-5}.$$

Relative to the model values, the recovered decrement is 3.1% low and the recovered period is 0.015% low. The absolute decrement error is $-4.9\times10^{-7}$.

Any displacement of the two data changes the result by

$$\Delta\delta=\frac{16\Delta X_2-4\Delta X_4}{24}.$$

The first row contributes $+1.2\times10^{-7}$, and the second contributes $-1.9\times10^{-7}$. The effect of absorption at fixed stack geometry is the third row minus the second:

$$\Delta\delta_{\rm abs}=\frac{16(-6.52\times10^{-7})-4(-1.88\times10^{-7})}{24}
=-4.0\times10^{-7}.$$

These sum to about $-4.7\times10^{-7}$. The small remainder comes from rounding the supplied angles to $0.0001^\circ$. Absorption is the largest contribution in this example.

The gap-centre displacement is a second-order effect. When all decrements were halved at fixed thicknesses, the order-2 displacement fell by a factor of 3.96, close to the factor of 4 expected of a quadratic term. The omitted $\delta_j^2$ has a mean of only $3.5\times10^{-10}$, far below the displacement. The second-order terms dropped in (a) when the square root was expanded and the condition squared are much larger, because they are divided by $X$. Keeping them adds $(\langle\delta_j^2\rangle-\delta^2)/X$ to the law, with $\langle\delta_j^2\rangle$ the thickness average. This is $1.9\times10^{-7}$ for order 2 and $0.5\times10^{-7}$ for order 4, close to the first row. In the language of (b), this shift is the coupling to waves left out of the two-wave treatment.

Absorption moved both maxima towards the lower gap edge. Part (b) suggests a reason: near that edge the field favours the spacer, whose absorption index is ten times smaller than the metal's. This explains the direction plausibly, but the argument does not derive the size of the shift.

Both maxima remained inside their gaps, whose half-widths in $X$ are $4.2\times10^{-6}$ and $3.1\times10^{-6}$. The peaks of this 40-period stack are wider than the gaps: their full widths at half maximum in $X$ are about $1.4\times10^{-5}$ and $2.3\times10^{-5}$. Using exact gap centres instead of maxima would give $\delta=1.582\times10^{-5}$, an error of 0.8%. A fit of the full reflectivity curve with absorption does not equate maxima with gap centres, so it avoids this error if its layer model is right.

## (g) Relation to a real mirror

**Question.** Which features of the model resemble a lithography mirror, and which assumption deserves caution?

**Answer.** A period near 7 nm and some tens of metal and silicon layer pairs are roughly typical of mirrors for extreme-ultraviolet lithography. The optical constants are round values of a plausible size for silicon and a dense metal at 8 keV; they do not describe a particular sample. The value of $\delta$ found here belongs to 8 keV and must not be used at the mirror's extreme-ultraviolet working wavelength.

Real stacks have mixed interfaces and may have periods that vary with depth. Mixing that leaves $d$ and the mean decrement unchanged alters the harmonics $v_m$, but not the first-order gap centre. Period drift matters if the two orders weight the depths differently, because each order then has its own effective period. Suppose, for illustration, that the effective period for order 2 is 0.1% larger than for order 4. Since $(m\lambda/2d)^2$ varies as $d^{-2}$,

$$\Delta X_2\simeq-2(0.001)(4.90\times10^{-4})
=-9.8\times10^{-7}.$$

The resulting change is $\Delta\delta=16\Delta X_2/24=-6.5\times10^{-7}$, about 4% of the model value. Such a difference between effective periods would matter as much as the $0.001^\circ$ random angular errors of part (d). The drift needed to produce it is much larger than 0.1%, because both orders average over nearly the same depths. In the model stack, a linear drift of 1% from top to bottom at fixed mean period separates the two effective periods by only about 0.03% and changes $\delta$ by about $2\times10^{-7}$. The numerical output below gives the main results of parts (c) to (f), many of them to further digits.

## Numbers as computed

```
Photon energy: 8.0 keV
Wavelength: 0.154980 nm
Model period: 7.000 nm; periods: 40
Spacer, metal thickness: 4.20, 2.80 nm
Spacer, metal decrement: 7.50e-06, 2.80e-05
Spacer, metal absorption index: 2.0e-07, 2.0e-06
Model mean decrement: 1.5700e-05
Critical angle: 0.3211 deg
Order 2 given angle: 1.3076 deg
Order 2 sin squared: 5.20749856e-04
Order 2 peak reflectivity: 0.3199
Order 2 angle without refraction: 1.2686 deg
Order 2 period from plain Bragg law: 6.7914 nm
Order 4 given angle: 2.5579 deg
Order 4 sin squared: 1.99174307e-03
Order 4 peak reflectivity: 0.0943
Order 4 angle without refraction: 2.5379 deg
Order 4 period from plain Bragg law: 6.9453 nm
Difference of sin squared: 1.47099321e-03
Recovered (lambda/2d)^2: 1.22582768e-04
Recovered 2 delta: 3.04188e-05
Recovered period: 6.99893 nm
Recovered mean decrement: 1.5209e-05
Period error against model: -0.0153 %
Decrement error against model: -3.12 %
Order 3 predicted angle: 1.9295 deg
Order 3 simulated angle: 1.9303 deg
Assumed independent angle error: 0.001 deg
Resulting period uncertainty: 0.00416 nm
Resulting decrement uncertainty: 5.91e-07
Relative decrement uncertainty: 3.88 %
Decrement change, common +0.001 deg: 2.72e-07
Labels 1,2: period 3.49946 nm, decrement 1.5209e-05
Labels 2,3: decrement -3.2802e-04
Mean squared decrement: 3.47e-10
Order 2 gap half-width in sin squared: 4.196e-06
Order 2 gap centre minus law: 1.922e-07
Order 2 peak minus gap centre: -9.893e-07
Order 2 same shift, no absorption: -3.366e-07
Order 4 gap half-width in sin squared: 3.140e-06
Order 4 gap centre minus law: 4.831e-08
Order 4 peak minus gap centre: -3.872e-07
Order 4 same shift, no absorption: -1.987e-07
Law error ratio on halving decrements: 3.960
Decrement from exact gap centres: 1.5820e-05
Period from exact gap centres: 7.00034 nm
Decrement from lossless peaks: 1.5629e-05
Period from lossless peaks: 7.00001 nm
```
